# Bardeen's Tunnelling Matrix Element as a Surface Integral in the Barrier: a program that tests the result

```python
"""Bardeen tunnelling matrix element as a surface integral in the barrier.

Result under test, for H = -(hbar^2/2) d/dz (1/m) d/dz + V:
  M = <R|(H - H_L)|L> = J(S) + (E_R - E_L) * integral of R*L right of S,
  J(S) = hbar^2/(2m) (R dL/dz - L dR/dz) at S, any S inside the barrier.
For E_L = E_R, J does not depend on S.  H_L (H_R) holds the left (right)
well only; L and R are their ground states, real and positive.
Lengths are in nm, energies in eV, masses in free-electron masses.
The wells are GaAs, the barrier AlGaAs, with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

H2 = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m_e, eV nm^2
HBAR = const.hbar / const.e                          # eV s
V0, MW, MB = 0.23, 0.067, 0.092    # barrier height, well and barrier mass
W, B = 8.0, 4.0                    # well width, barrier width

# ---------- closed forms and exact matching for square wells ----------


def wave_numbers(energy, depth, mw, mb):
    return (np.sqrt(2 * mw * energy / H2),
            np.sqrt(2 * mb * (depth - energy) / H2))


def matched_level(kind, gap=B, depth=V0, mw=MW, mb=MB):
    """Ground level above the well floor: 'single', 'even' or 'odd' pair."""
    def mismatch(energy):
        k, kappa = wave_numbers(energy, depth, mw, mb)
        r = mw * kappa / (mb * k)
        t = np.tanh(kappa * gap / 2)
        factor = {'single': 1.0, 'even': t, 'odd': 1 / t}[kind]
        return k * W - np.arctan(r) - np.arctan(r * factor)
    return brentq(mismatch, 1e-6, depth - 1e-6, xtol=1e-16, rtol=1e-15)


def exact_splitting(**kw):
    return matched_level('odd', **kw) - matched_level('even', **kw)


def bardeen(gap=B, depth=V0, mw=MW, mb=MB):
    """Level, k, kappa, squared edge amplitude and M from the closed form."""
    energy = matched_level('single', gap, depth, mw, mb)
    k, kappa = wave_numbers(energy, depth, mw, mb)
    c2 = np.cos(k * W / 2)**2
    edge2 = c2 / (W / 2 + np.sin(k * W) / (2 * k) + c2 / kappa)
    return (energy, k, kappa, edge2,
            -H2 * kappa / mb * edge2 * np.exp(-kappa * gap))


# ---------- grid Hamiltonians, built from the definition ----------
h, Z0 = 0.02, -26.0
z = Z0 + h * (np.arange(2600) + 0.5)


def operator(wells, bump=0.0):
    """Diagonal and off-diagonal of H; wells = (start, end, floor)."""
    V, m = np.full(z.size, V0), np.full(z.size, MB)
    V += np.where(abs(z) < B / 2, bump * np.exp(-((z - 0.7) / 0.8)**2), 0)
    for start, end, floor in wells:
        inside = (z > start) & (z < end)
        V[inside], m[inside] = floor, MW
    face = np.concatenate(([MB], (m[1:] + m[:-1]) / 2, [MB]))
    t = H2 / (2 * h * h * face)
    return V + t[1:] + t[:-1], -t[1:-1]


def states(op, count):
    E, psi = eigh_tridiagonal(*op, select='i', select_range=(0, count - 1))
    return E, psi / np.sqrt(h)


def ground(op):
    E, psi = states(op, 1)
    return E[0], psi[:, 0] * np.sign(psi[:, 0].sum())


def act(op, psi):
    out = op[0] * psi
    out[:-1] += op[1] * psi[1:]
    out[1:] += op[1] * psi[:-1]
    return out


def volume_element(R, L, full, left):
    return h * np.sum(R * (act(full, L) - act(left, L)))


def cell_left_of(position):
    return int(round((position - Z0) / h)) - 1


def surface_element(R, L, position):
    i = cell_left_of(position)
    return H2 / (2 * MB * h) * (R[i] * L[i + 1] - R[i + 1] * L[i])


left_well, right_well = (-B/2 - W, -B/2, 0.0), (B/2, B/2 + W, 0.0)
planes = np.array([-1.9, -1.0, 0.0, 1.0, 1.9])

# Symmetric pair: closed form against operator, splitting and dynamics
E1, k1, kap1, edge2, M1 = bardeen()
op_left, op_right = operator([left_well]), operator([right_well])
op_full = operator([left_well, right_well])
E_left, L = ground(op_left)
E_right, R = ground(op_right)
M_volume = volume_element(R, L, op_full, op_left)
E_pair, psi_pair = states(op_full, 8)
split_grid = E_pair[1] - E_pair[0]
split_exact = exact_splitting()
assert abs(E_left / E1 - 1) < 1e-3
assert abs(L[cell_left_of(-B / 2) + 1]**2 / edge2 - 1) < 0.03  # half cell off
assert abs(M_volume / M1 - 1) < 1e-3
assert abs(split_grid / split_exact - 1) < 1e-3
transfer_time = np.pi * HBAR / (2 * abs(M1))
amplitude = np.sum((h * R @ psi_pair) * (h * L @ psi_pair)
                   * np.exp(-1j * E_pair * transfer_time / HBAR))
arrival = abs(amplitude)**2
assert arrival > 0.98

# Splitting against 2|M| for several barriers; error must be second order
scan = []
x = np.linspace(-60, 60, 120001)
for gap in (3.0, 4.0, 6.0, 8.0):
    _, k, kappa, a2, M = bardeen(gap=gap)

    def orbital(centre):
        u = abs(x - centre)
        inner = np.cos(k * u) / np.cos(k * W / 2)
        outer = np.exp(-kappa * np.maximum(u - W / 2, 0))
        return np.sqrt(a2) * np.where(u < W / 2, inner, outer)
    a, b = orbital(-(gap + W) / 2), orbital((gap + W) / 2)
    dx = x[1] - x[0]
    assert abs(np.sum(a * a) * dx - 1) < 1e-4
    overlap = np.sum(a * b) * dx
    exact = exact_splitting(gap=gap)
    error = 2 * abs(M) / exact - 1
    assert abs(error) < 10 * overlap**2
    scan.append((gap, 2 * abs(M), exact, error, overlap))
assert abs(scan[-1][3]) < abs(scan[0][3])

# Uneven barrier, unlike wells tuned to one energy: J must not move
BUMP, W_NARROW = 0.04, 7.0
op_l = operator([left_well], BUMP)
E_l, L_b = ground(op_l)


def narrow(floor):
    return (B / 2, B / 2 + W_NARROW, floor)


floor_tuned = brentq(
    lambda f: ground(operator([narrow(f)], BUMP))[0] - E_l, -0.08, 0.08,
    xtol=1e-14)
E_r, R_b = ground(operator([narrow(floor_tuned)], BUMP))
M_bump = volume_element(
    R_b, L_b, operator([left_well, narrow(floor_tuned)], BUMP), op_l)
J_bump = np.array([surface_element(R_b, L_b, p) for p in planes])
spread_bump = np.max(abs(J_bump / M_bump - 1))
assert spread_bump < 1e-5

# Right well one monolayer wider: J drifts by the predicted amount
STEP = 0.28
wide_well = (B / 2, B / 2 + W + STEP, 0.0)
E_w, R_w = ground(operator([wide_well]))
op_uneven = operator([left_well, wide_well])
detuning = E_w - E_left
M_uneven = volume_element(R_w, L, op_uneven, op_left)
J_uneven = np.array([surface_element(R_w, L, p) for p in planes])
first, last = cell_left_of(planes[0]), cell_left_of(planes[-1])
between = h * np.sum((R_w * L)[first + 1:last + 1])
drift = J_uneven[-1] - J_uneven[0]
assert abs(drift) > 1e-3 * abs(M_uneven)
assert abs(drift / (detuning * between) - 1) < 1e-3
for p, J in zip(planes, J_uneven):
    beyond = h * np.sum((R_w * L)[cell_left_of(p) + 1:])
    assert abs((J + detuning * beyond) / M_uneven - 1) < 1e-5
E_uneven, _ = states(op_uneven, 2)
gap_uneven = E_uneven[1] - E_uneven[0]
gap_two_level = np.hypot(detuning, 2 * M_uneven)
assert abs(gap_two_level / gap_uneven - 1) < 0.02

# Curved surfaces in three dimensions, tails exp(-kappa r)/r of two dots
DIST = 8.0
node, weight = np.polynomial.legendre.leggauss(1000)
rho, weight = 20 * (node + 1), 20 * weight


def flux(height, slope):
    """Integral of (R grad L - L grad R).n over the surface z=height(rho)."""
    zz = height(rho)

    def tail(centre):
        r = np.hypot(rho, zz - centre)
        value = np.exp(-kap1 * r) / r
        radial = -(kap1 + 1 / r) * value / r
        return value, radial * rho, radial * (zz - centre)
    l, l_rho, l_z = tail(0.0)
    r, r_rho, r_z = tail(DIST)
    normal = (r * l_z - l * r_z) - slope(rho) * (r * l_rho - l * r_rho)
    return np.sum(weight * 2 * np.pi * rho * normal)


flux_formula = -4 * np.pi * np.exp(-kap1 * DIST) / DIST
flux_plane = flux(lambda s: 4.0 + 0 * s, lambda s: 0 * s)
flux_shifted = flux(lambda s: 2.5 + 0 * s, lambda s: 0 * s)
flux_wavy = flux(lambda s: 4 + np.sin(1.5 * s), lambda s: 1.5*np.cos(1.5*s))
flux_bowl = flux(lambda s: 5 - 0.1 * s**2, lambda s: -0.2 * s)
flux_outside = flux(lambda s: -2.0 + 0 * s, lambda s: 0 * s)
for value in (flux_plane, flux_shifted, flux_wavy, flux_bowl):
    assert abs(value / flux_formula - 1) < 1e-6
assert abs(flux_outside / flux_formula) < 1e-6

# Spin-dependent well depth: |M|^2 differs between the spins
SHIFT = 0.010
M_deep, M_shallow = (bardeen(depth=V0 + s)[4] for s in (SHIFT, -SHIFT))
ratio_M2 = (M_deep / M_shallow)**2
ratio_exact = (exact_splitting(depth=V0 + SHIFT)
               / exact_splitting(depth=V0 - SHIFT))**2
assert abs(ratio_M2 / ratio_exact - 1) < 0.01
assert abs(ratio_M2 - 1) > 0.05

# Sizes of neglected effects
GAP_W, GAP_B = 1.5, 1.9            # rough band gaps, eV
E_np = E1
for _ in range(40):                # two-band energy-dependent masses
    mw_np = MW * (1 + E_np / GAP_W)
    mb_np = MB * (1 - (V0 - E_np) / GAP_B)
    E_np = matched_level('single', mw=mw_np, mb=mb_np)
split_np = exact_splitting(mw=mw_np, mb=mb_np)
second_level = states(op_left, 2)[0][1]
assert second_level < V0
field = 2 * abs(M1) / (W + B) * 1e4                       # kV/cm
SHEET, EPS_R, MOBILITY, G_FACTOR, TEMP = 1e10, 12.9, 1e5, 0.44, 4.2
hartree = const.e * SHEET * 1e4 * (W + B) * 1e-9 / (EPS_R * const.epsilon_0)
lifetime = MW * const.m_e * MOBILITY * 1e-4 / const.e     # s
zeeman = G_FACTOR * const.physical_constants['Bohr magneton in eV/T'][0]
kT = const.k * TEMP / const.e

print(f"hbar^2/m_e = {H2:.5f} eV nm^2")
print(f"well width {W:.1f} nm, barrier width {B:.1f} nm, height {V0:.3f} eV")
print(f"masses (m_e): well {MW:.3f}, barrier {MB:.3f}")
print(f"single-well level E = {E1*1e3:.3f} meV")
print(f"k = {k1:.4f} /nm, kappa = {kap1:.4f} /nm")
print(f"edge amplitude squared A^2 = {edge2:.5f} /nm")
print(f"exp(-kappa b) = {np.exp(-kap1*B):.5f}")
print(f"M closed form = {M1*1e3:.4f} meV = {M1*const.e:.4e} J")
print(f"M from <R|H-H_L|L> on grid = {M_volume*1e3:.4f} meV")
print(f"2|M| = {2*abs(M1)*1e3:.4f} meV")
print(f"splitting: matching {split_exact*1e3:.4f}, grid "
      f"{split_grid*1e3:.4f} meV")
print(f"transfer time pi hbar/(2|M|) = {transfer_time*1e12:.4f} ps")
print(f"probability in right state at that time = {arrival:.4f}")
print("barrier nm | 2|M| meV | exact meV | relative error | overlap")
for gap, twice, exact, error, overlap in scan:
    print(f"  {gap:.1f} | {twice*1e3:.5f} | {exact*1e3:.5f} | {error:.2e}"
          f" | {overlap:.5f}")
print(f"uneven barrier: bump {BUMP*1e3:.0f} meV, right well "
      f"{W_NARROW:.1f} nm, tuned floor {floor_tuned*1e3:.3f} meV")
print(f"  common level {E_l*1e3:.3f} meV, M = {M_bump*1e3:.5f} meV")
print("  J at z = " + ", ".join(f"{p:.1f}" for p in planes) + " nm: "
      + ", ".join(f"{J*1e3:.5f}" for J in J_bump) + " meV")
print(f"  largest relative deviation from M = {spread_bump:.0e}")
print(f"right well wider by {STEP:.2f} nm: E_R-E_L = {detuning*1e3:.4f} meV")
print("  J at the same planes: "
      + ", ".join(f"{J*1e3:.5f}" for J in J_uneven) + " meV")
print(f"  M = {M_uneven*1e3:.5f} meV, drift of J = {drift*1e3:.5f} meV")
print(f"  integral of R*L between outer planes = {between:.5f}")
print(f"  level gap: exact {gap_uneven*1e3:.4f}, two-level "
      f"{gap_two_level*1e3:.4f} meV")
print(f"dot tails, distance {DIST:.1f} nm: formula {flux_formula:.6e} /nm")
print(f"  planes at 4.0, 2.5 nm: {flux_plane:.6e}, {flux_shifted:.6e} /nm")
print(f"  wavy, bowl surface: {flux_wavy:.6e}, {flux_bowl:.6e} /nm")
print(f"  non-separating plane / formula: {abs(flux_outside/flux_formula):.0e}")
print(f"depth {1e3*(V0+SHIFT):.0f} meV: M = {M_deep*1e3:.4f} meV; depth "
      f"{1e3*(V0-SHIFT):.0f} meV: M = {M_shallow*1e3:.4f} meV")
print(f"  ratio of |M|^2 = {ratio_M2:.4f}, from exact splittings "
      f"{ratio_exact:.4f}")
print(f"nonparabolic masses (gaps {GAP_W}, {GAP_B} eV): well {mw_np:.4f}, "
      f"barrier {mb_np:.4f} m_e")
print(f"  splitting then {split_np*1e3:.4f} meV, change "
      f"{100*(split_np/split_exact-1):.1f} %")
print(f"second level of one well = {second_level*1e3:.1f} meV")
print(f"field that detunes the wells by 2|M| = {field:.2f} kV/cm")
print(f"shift by {SHEET:.0e} cm^-2 moved charge (eps_r {EPS_R}) = "
      f"{hartree*1e3:.2f} meV")
print(f"mobility {MOBILITY:.0e} cm2/Vs: lifetime {lifetime*1e12:.2f} ps, "
      f"width {HBAR/lifetime*1e3:.3f} meV")
print(f"kT at {TEMP} K = {kT*1e3:.3f} meV; Zeeman at 1 T (|g| {G_FACTOR}) = "
      f"{zeeman*1e3:.4f} meV")
print("no test failed")
```

Printed output:

```
hbar^2/m_e = 0.07620 eV nm^2
well width 8.0 nm, barrier width 4.0 nm, height 0.230 eV
masses (m_e): well 0.067, barrier 0.092
single-well level E = 40.852 meV
k = 0.2680 /nm, kappa = 0.6758 /nm
edge amplitude squared A^2 = 0.03873 /nm
exp(-kappa b) = 0.06698
M closed form = -1.4523 meV = -2.3268e-22 J
M from <R|H-H_L|L> on grid = -1.4523 meV
2|M| = 2.9045 meV
splitting: matching 2.9036, grid 2.9036 meV
transfer time pi hbar/(2|M|) = 0.7119 ps
probability in right state at that time = 0.9999
barrier nm | 2|M| meV | exact meV | relative error | overlap
  3.0 | 5.70932 | 5.70302 | 1.10e-03 | 0.03786
  4.0 | 2.90454 | 2.90357 | 3.35e-04 | 0.02185
  6.0 | 0.75174 | 0.75172 | 2.49e-05 | 0.00700
  8.0 | 0.19456 | 0.19456 | 1.47e-06 | 0.00216
uneven barrier: bump 40 meV, right well 7.0 nm, tuned floor -9.055 meV
  common level 40.924 meV, M = -1.47858 meV
  J at z = -1.9, -1.0, 0.0, 1.0, 1.9 nm: -1.47858, -1.47858, -1.47858, -1.47858, -1.47858 meV
  largest relative deviation from M = 6e-12
right well wider by 0.28 nm: E_R-E_L = -1.8708 meV
  J at the same planes: -1.38986, -1.39403, -1.39869, -1.40336, -1.40758 meV
  M = -1.41851 meV, drift of J = -0.01772 meV
  integral of R*L between outer planes = 0.00947
  level gap: exact 3.3619, two-level 3.3983 meV
dot tails, distance 8.0 nm: formula -7.048068e-03 /nm
  planes at 4.0, 2.5 nm: -7.048068e-03, -7.048068e-03 /nm
  wavy, bowl surface: -7.048068e-03, -7.048068e-03 /nm
  non-separating plane / formula: 2e-16
depth 240 meV: M = -1.3647 meV; depth 220 meV: M = -1.5467 meV
  ratio of |M|^2 = 0.7784, from exact splittings 0.7786
nonparabolic masses (gaps 1.5, 1.9 eV): well 0.0689, barrier 0.0829 m_e
  splitting then 3.2745 meV, change 12.8 %
second level of one well = 156.6 meV
field that detunes the wells by 2|M| = 2.42 kV/cm
shift by 1e+10 cm^-2 moved charge (eps_r 12.9) = 1.68 meV
mobility 1e+05 cm2/Vs: lifetime 3.81 ps, width 0.173 meV
kT at 4.2 K = 0.362 meV; Zeeman at 1 T (|g| 0.44) = 0.0255 meV
no test failed
```
